\section*{Linewidth enhancement factor from FM-to-IM ratios across the adiabatic-chirp corner}

\section{Problem}

A single-mode 1550 nm laser is biased above threshold, and a small sinusoidal current of frequency $f$ is added. The light acquires an intensity-modulation index $m$, the amplitude of the intensity oscillation divided by the mean intensity. It also acquires a phase-modulation index $\beta$ in radians, equal to the peak deviation of the optical frequency divided by $f$. The quantity reported is
\begin{equation}
R(f)=\frac{2\beta}{m}.
\end{equation}
Ten ratios are given, each with an independent random error of 3\% (one standard deviation, relative to the ratio):
\begin{center}
\begin{tabular}{l|rrrrr}
$f$ (GHz) & 0.3 & 0.5 & 0.8 & 1.2 & 2.0\\
$R$ & 16.2 & 10.4 & 6.86 & 5.13 & 4.07\\ \hline
$f$ (GHz) & 3.0 & 5.0 & 8.0 & 12.0 & 16.0\\
$R$ & 3.33 & 3.15 & 2.99 & 3.08 & 3.17
\end{tabular}
\end{center}
The data are synthetic: a numerical solution of nonlinear laser rate equations supplied the ratios, and random errors were then added. Find the linewidth enhancement factor $\alpha$, its uncertainty, and the factor $1+\alpha^2$ by which carrier-induced index changes broaden the spontaneous-emission linewidth.

\section{A tempting solution}

Carriers change both the gain and the refractive index. Let $S$ be the photon density and $\phi$ the optical phase. A net gain rate $\Delta G$ makes the intensity grow as $d\ln S/dt=\Delta G$. The accompanying index change shifts the optical angular frequency by $\alpha\,\Delta G/2$; the factor $1/2$ appears because $G$ is a rate for intensity, not for field amplitude. Eliminating $\Delta G$ gives
\begin{equation}
\frac{d\phi}{dt}=\frac{\alpha}{2}\frac{d\ln S}{dt}.
\label{eq:naive}
\end{equation}
For small modulation both sides oscillate at $f$, so $2\pi f\beta=(\alpha/2)\,2\pi f\,m$ and $2\beta/m=\alpha$ at every frequency. The ten readings then seem to be repeated measurements of one number. Their average is 5.84, with a propagated error
\begin{equation}
\frac{0.03}{10}\Big(\sum_i R_i^2\Big)^{1/2}=0.003\sqrt{510}=0.07 .
\end{equation}
This would give $\alpha=5.84\pm0.07$ and $1+\alpha^2\simeq35$.

\section{Where it fails}

The data contradict the premise. Readings with 3\% errors cannot represent one constant if they run from 16.2 down to about 3, and the average would change if other frequencies were chosen.

The fault is the use of one symbol $\Delta G$ for two quantities. The intensity responds to the \emph{total} change of net gain. The phase responds to the \emph{carrier-induced} part. These differ because gain falls when the photon density rises, even at fixed carrier density; this is gain compression. When the intensity is slowly raised, extra carriers must offset the compression. The total net gain then stays near zero while the carrier density, and with it the optical frequency, is displaced. Equation~(\ref{eq:naive}) omits this displacement, called adiabatic chirp.

\section{The ratio with gain compression}

\subsection{Equations and assumptions}

Take one optical mode, a uniform carrier density $N$, and no external reflections. Heating, and any index change produced by compression itself, are left out here and estimated later. The modal gain rate is
\begin{equation}
G(N,S)=\frac{g(N-N_{\rm tr})}{1+\varepsilon S},\qquad g=\Gamma v_g a,
\end{equation}
where $N_{\rm tr}$ is the transparency density, $\Gamma$ the confinement factor, $v_g$ the group velocity, $a$ the differential gain coefficient and $\varepsilon$ the compression coefficient. With photon lifetime $\tau_p$ and spontaneous emission rate $R_{\rm sp}$ into the mode,
\begin{align}
\frac{d\ln S}{dt}&=G(N,S)-\frac1{\tau_p}+\frac{R_{\rm sp}}{S},
\label{eq:photon}\\
\frac{d\phi}{dt}&=\frac{\alpha_0}{2}\,g\,(N-N_0).
\label{eq:phase}
\end{align}
The subscript 0 on $N$, $S$ and $G$ denotes the bias point, while $\alpha_0$ refers index changes to the uncompressed gain slope $g$. The optical field varies as $\sqrt S\,e^{j\phi}e^{j2\pi\nu_0t}$, so a positive $d\phi/dt$ raises the optical frequency.

\subsection{Linearization}

Write $N=N_0+n$ and $S=S_0+s$, with small quantities varying as $e^{j\omega t}$ and $\omega=2\pi f$. The derivatives of the gain at bias are
\begin{align}
G_N&=\frac{\partial G}{\partial N}=\frac{g}{1+\varepsilon S_0},\\
\frac{\partial G}{\partial S}&=-\frac{\varepsilon g(N_0-N_{\rm tr})}{(1+\varepsilon S_0)^2}
=-\frac{\varepsilon G_0}{1+\varepsilon S_0}.
\end{align}
At fixed $R_{\rm sp}$, the change of $R_{\rm sp}/S$ is $-R_{\rm sp}s/S_0^2$. The variation of $R_{\rm sp}$ with $N$ would add a term in $n$ about $10^{-5}$ of $G_Nn$ for the parameters below, and is dropped. Since $\ln S$ changes by $s/S_0$, Eq.~(\ref{eq:photon}) becomes
\begin{equation}
j\omega\frac{s}{S_0}=G_Nn-\frac{\varepsilon G_0}{1+\varepsilon S_0}\,s-\frac{R_{\rm sp}}{S_0^2}\,s .
\end{equation}
Moving the terms in $s$ to the left and taking out $s/S_0$ gives
\begin{equation}
G_Nn=(j\omega+\omega_c)\frac{s}{S_0},\qquad
\omega_c=\frac{\varepsilon S_0G_0}{1+\varepsilon S_0}+\frac{R_{\rm sp}}{S_0}.
\label{eq:carriers}
\end{equation}
The term $j\omega$ is the carrier change needed to make the intensity vary. The term $\omega_c$ is the change needed to hold it at a displaced value.

In Eq.~(\ref{eq:phase}) put $g=(1+\varepsilon S_0)G_N$ and define the factor at the operating point by $\alpha=\alpha_0(1+\varepsilon S_0)$. With $m_1=s/S_0$,
\begin{equation}
j\omega\phi_1=\frac{\alpha}{2}G_Nn=\frac{\alpha}{2}(j\omega+\omega_c)m_1 .
\end{equation}
Division by $j\omega$, with $1/j=-j$ and $f_c=\omega_c/2\pi$, yields
\begin{equation}
\frac{2\phi_1}{m_1}=\alpha\left(1-j\frac{f_c}{f}\right).
\label{eq:complex}
\end{equation}
The magnitudes of $\phi_1$ and $m_1$ are $\beta$ and $m$, hence
\begin{equation}
R(f)=|\alpha|\sqrt{1+\left(\frac{f_c}{f}\right)^2}.
\label{eq:ratio}
\end{equation}

\subsection{Limits, and what cancels}

For $f\gg f_c$ the ratio tends to the plateau $|\alpha|$. For $f\ll f_c$ it tends to $|\alpha|f_c/f$; the peak frequency deviation $\beta f$ is then $|\alpha|f_cm/2$, independent of $f$ at given $m$. At $f=f_c$ the ratio is $\sqrt2\,|\alpha|$. If $\varepsilon\to0$, the corner falls to $R_{\rm sp}/(2\pi S_0)$, which is 2.4 MHz for the laser below. The tempting solution would then hold throughout the table, so its error comes from compression.

The carrier rate equation was not used. Relaxation resonance, carrier lifetime and the electrical path to the active layer affect $m$ and $\beta$ alike and cancel in the ratio. In the simulation, a drive of 0.4 mA gives $m=1.00\%$ at 0.3 GHz, 2.22\% at 8 GHz and 0.65\% at 16 GHz, while the error-free ratio falls smoothly. Shortening the carrier lifetime from 1.0 to 0.2 ns at 10 GHz, with $N_0$ and $S_0$ held fixed by readjusting the bias current, changes $m$ by $-17\%$ and $R$ by $-0.003\%$.

\section{Extracting the two parameters}

\subsection{A weighted straight line}

Squaring Eq.~(\ref{eq:ratio}) makes it linear in two unknowns:
\begin{equation}
R^2=A+\frac{B}{f^2},\qquad A=\alpha^2,\quad B=\alpha^2f_c^2 .
\end{equation}
The intercept is the plateau and the slope carries the corner. A fractional error $\sigma$ in $R$ gives an error $2\sigma R^2$ in $R^2$, so an unweighted fit would let the lowest frequencies dominate. Dividing each residual by its error leads to the minimization of
\begin{equation}
\sum_i(1-Au_i-Bv_i)^2,\qquad u_i=\frac1{R_i^2},\quad v_i=\frac1{f_i^2R_i^2}.
\end{equation}
At 2.0 GHz, for instance, $R^2=4.07^2=16.56$, so $u=0.06037$ and $v=0.01509\ {\rm GHz^{-2}}$. Setting the derivatives with respect to $A$ and $B$ to zero gives
\begin{align}
A\sum u^2+B\sum uv&=\sum u,\\
A\sum uv+B\sum v^2&=\sum v .
\end{align}
With $f$ in GHz, the ten readings give
\begin{align}
0.0574558\,A+0.0047438\,B&=0.640417,\\
0.0047438\,A+0.00530706\,B&=0.170922 .
\end{align}
The determinant is
\begin{equation}
D=\sum u^2\sum v^2-\Big(\sum uv\Big)^2=2.8242\times10^{-4},
\end{equation}
and Cramer's rule gives
\begin{align}
A&=\frac{0.640417(0.00530706)-0.0047438(0.170922)}{D}=9.163,\\
B&=\frac{0.0574558(0.170922)-0.0047438(0.640417)}{D}=24.02\ {\rm GHz^2}.
\end{align}
Therefore
\begin{equation}
|\alpha|=\sqrt{9.163}=3.03,\qquad
f_c=\sqrt{\frac{24.02}{9.163}}=1.62\ {\rm GHz}.
\end{equation}

\subsection{Uncertainties}

Let $M$ be the $2\times2$ matrix of the normal equations. If $R_i$ has fractional error $e_i$, then to first order $1-Au_i-Bv_i=2e_i$ at the true $A$ and $B$. The fitted parameters are therefore displaced by
\begin{equation}
\begin{pmatrix}\delta A\\ \delta B\end{pmatrix}
=M^{-1}\sum_i\begin{pmatrix}u_i\\v_i\end{pmatrix}2e_i .
\end{equation}
For independent errors of variance $\sigma^2$, the mean outer product of this vector with itself is $4\sigma^2M^{-1}MM^{-1}=4\sigma^2M^{-1}$. With $\sigma=0.03$, and powers of GHz understood,
\begin{align}
\langle\delta A^2\rangle&=4\sigma^2\frac{\sum v^2}{D}=0.0676,\\
\langle\delta B^2\rangle&=4\sigma^2\frac{\sum u^2}{D}=0.732,\\
\langle\delta A\,\delta B\rangle&=-4\sigma^2\frac{\sum uv}{D}=-0.0605 .
\end{align}
From $\delta A=2\alpha\,\delta\alpha$, the error of $\alpha$ is $\sqrt{0.0676}/(2\times3.03)=0.043$. From $f_c^2=B/A$, one has $2\delta f_c/f_c=\delta B/B-\delta A/A$, so
\begin{equation}
\frac{\sigma_{f_c}}{f_c}=\frac12\left[
\frac{\langle\delta A^2\rangle}{A^2}+\frac{\langle\delta B^2\rangle}{B^2}
-\frac{2\langle\delta A\,\delta B\rangle}{AB}\right]^{1/2}=0.026 .
\end{equation}
The negative covariance increases this error: a plateau read too low is compensated by a slope read too high. The results are
\begin{equation}
|\alpha|=3.03\pm0.04,\qquad f_c=1.62\pm0.04\ {\rm GHz},
\end{equation}
and, since $\delta(1+\alpha^2)=2\alpha\,\delta\alpha$,
\begin{equation}
1+\alpha^2=10.2\pm0.3 .
\end{equation}
The tempting average overstated this linewidth factor about 3.5 times. The quoted error is statistical only. With gain compression, the broadening found from the zero-frequency noise of the rate equations lies somewhat below $1+\alpha^2$, by an amount that depends on how carrier noise is correlated with photon noise. For the laser parameters below, the fitted 10.2 corresponds to about 9.8 if spontaneous emission perturbs only the field, and to about 10.0 with correlated carrier shot noise at an inversion factor of 1.5 to 2.

\subsection{Reading the fit}

The residuals imply a scatter of 2.9\% in $R$, in agreement with the stated 3\%. The two ends of the table can also be checked by hand. The three highest frequencies average 3.08; Eq.~(\ref{eq:ratio}) with the fitted corner puts them about 1\% above the plateau on average, which leaves 3.05. At 0.3 GHz, $fR=4.86$ GHz, close to $\sqrt B=4.90$ GHz.

The ratio lies within 1\% of the plateau when $1+(f_c/f)^2\le1.01^2$, or
\begin{equation}
f\ge\frac{f_c}{\sqrt{1.01^2-1}}=7.05f_c=11.4\ {\rm GHz}.
\end{equation}
Measurements below the corner alone fix the plateau poorly. Error propagation for the four lowest frequencies alone gives a 9.8\% error in $\alpha$, against 1.4\% for all ten. Having fewer points accounts for a factor of about $\sqrt{10/4}=1.6$; the rest arises because the intercept must be extrapolated. The region above 11.4 GHz is not itself essential: omitting the two readings there raises the error only to 1.9\%. At 0.3 GHz the plateau term supplies about 3\% of $R^2$.

Repeating the synthetic measurement 4000 times gives spreads of 1.44\% in $\alpha$ and 2.65\% in $f_c$, against 1.41\% and 2.59\% from the first-order formula. The mean fitted $\alpha$ is 0.26\% low, well inside the error of one data set. Weights taken from measured ratios favour low readings. For a plateau alone, $A=\sum u/\sum u^2$; averaging over many small errors gives a factor $(1+3\sigma^2)/(1+10\sigma^2)\simeq1-7\sigma^2$, or $-0.3\%$ in $\alpha$, which is the size seen.

\section{Obtaining the ratio and the sign of $\alpha$}

A photodiode gives $m$, and an optical spectrum that resolves the modulation sidebands gives the rest. Choose the time origin so that $m_1=m$ is real. For small modulation the field envelope relative to the carrier is
\begin{equation}
1+\frac m4\left(e^{j\omega t}+e^{-j\omega t}\right)
+\frac j2\left(\phi_1e^{j\omega t}+\phi_1^*e^{-j\omega t}\right),
\end{equation}
because the field amplitude changes by half the fractional intensity change. Inserting $\phi_1$ from Eq.~(\ref{eq:complex}) gives the upper and lower sideband amplitudes
\begin{equation}
a_\pm=\frac m4\left(1\pm\alpha\frac{f_c}{f}+j\alpha\right).
\end{equation}
Let $P_\pm$ and $P_0$ be the sideband and carrier powers. In the sum of $|a_+|^2$ and $|a_-|^2$ the terms linear in $f_c/f$ cancel; in the difference they alone survive:
\begin{align}
\frac{P_++P_-}{2P_0}&=\frac{m^2}{16}(1+R^2),
\label{eq:sum}\\
\frac{P_+-P_-}{P_++P_-}&=\frac{2\alpha f_c/f}{1+R^2}.
\label{eq:asym}
\end{align}
The first relation supplies $R$. The second supplies the sign that $R$ lacks: the asymmetry has the sign of the product $\alpha f_c$. The fit fixes only $f_c^2$, but $f_c>0$ in this model, so a stronger upper sideband means $\alpha>0$. In a real device any effect that reverses the adiabatic chirp, such as a compression-induced index change with a coupling factor larger than about $\alpha$ (see below), reverses the asymmetry without changing the sign of $\alpha$. With $x=\alpha f_c/f$ the asymmetry is $2x/(1+\alpha^2+x^2)$, largest at $x=\sqrt{1+\alpha^2}$, where it equals $1/\sqrt{1+\alpha^2}$. The fitted values put this maximum, 0.31, near 1.5 GHz. The simulated asymmetries are 0.304 at 1.2 GHz and 0.297 at 2.0 GHz, positive at all ten frequencies, so within this model $\alpha=+3.03$.

Equation~(\ref{eq:sum}) needs small $\beta$, not merely small $m$. With a 4 mA drive at 0.3 GHz, $m=0.10$ but $\beta=0.81$ rad. The rule then reads $R$ 9.3\% too high, although the directly computed $2\beta/m$ has moved by 0.01\%. For nearly pure phase modulation the sideband-to-carrier amplitude ratio is $J_1(\beta)/J_0(\beta)\simeq(\beta/2)(1+\beta^2/8)$, and $\beta^2/8=8.2\%$ accounts for most of the error. A smaller drive or the full Bessel-function ratio is needed at low frequency.

\section{Comparison with the simulated laser and with real devices}

The simulation used $\alpha_0=3.00$, $\varepsilon=2.0\times10^{-17}\ {\rm cm^3}$, $S_0=1.0\times10^{15}\ {\rm cm^{-3}}$ and $\tau_p=2.0$ ps. Thus $\varepsilon S_0=0.02$ and $\alpha=3.00\times1.02=3.06$. Since $G_0\simeq1/\tau_p$, the compression part of the corner is
\begin{equation}
\frac1{2\pi}\,\frac{0.02}{1.02}\,\frac1{2.0\times10^{-12}\ {\rm s}}=1.56\ {\rm GHz}.
\end{equation}
The fitted $\alpha$ is 0.8 standard errors below its simulated value and the fitted corner 1.4 above. Before random errors were added, Eq.~(\ref{eq:complex}) agreed with the nonlinear solution within 0.007\% at all ten frequencies.

These parameters are rough typical values for an InGaAsP/InP multi-quantum-well distributed-feedback laser near room temperature, for which $\alpha$ of a few is usual. The simulated spontaneous emission rate is an exception. Divided by the stimulated gain rate per photon it gives an inversion factor of about 15, several times the usual value, but it supplies only about 0.15\% of the corner. Real devices heat. Suppose 1.0 W/A of extra heat remains in the optical mode volume, with heat capacity 1.5 J/(cm$^3$\,K) and tuning 0.1 nm/K, all rough values. Refitting the error-free ratios then moves $\alpha$ by $-0.15\%$ and $f_c$ by $+3.3\%$. The temperature lags the heat by a quarter cycle, and integrating frequency to phase adds another; with the red shift on heating, the thermal phase is in phase with the current and varies as $1/f^2$. Its cross term with the plateau in $R^2$ therefore imitates $B/f^2$ at low frequency, where $m$ is nearly constant.

Compression can also change the index. If it does so with a coupling factor $\alpha_\varepsilon$, the phase equation gains a term opposite to the adiabatic one, and $\alpha f_c$ is reduced by $\alpha_\varepsilon$ times the compression part of the corner. For an assumed $\alpha_\varepsilon=0.5$ the fitted corner falls by 16\%, while $\alpha$ changes by less than 0.5\%. Against this particular effect the plateau is the safer quantity. Converting $f_c$ into $\varepsilon$ requires $\alpha_\varepsilon$ as well as $S_0$ and $\tau_p$. Longitudinal spatial hole burning and carrier transport between barriers and wells lie outside this model, and their effect on the fit is not estimated here. A trend in the residuals with frequency would be a reason to examine them before accepting the fitted uncertainties. The absence of a trend would not rule them out: the compression-induced index change above shifts $f_c$ by 16\% yet leaves the form of Eq.~(\ref{eq:ratio}) intact. The full numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
Wavelength = 1550 nm; group index = 3.6
Confinement = 0.06; active volume = 3.0e-11 cm3
Differential gain = 1.0e-15 cm2
Transparency density = 1.50e+18 cm-3
Gain compression = 2.0e-17 cm3
Photon lifetime = 2.0 ps
Carrier lifetime = 1.0 ns
Spontaneous fraction = 1.0e-04
Carrier density = 2.5207e+18 cm-3
Photon density = 1.00e+15 cm-3
Bias current = 52.17 mA
Drive amplitude = 0.4 mA
Uncompressed alpha = 3.000
Operating alpha = 3.0600
Compression part of corner = 1.5603 GHz
Spontaneous part = 2.407 MHz
True corner = 1.5627 GHz
Largest complex-formula error = 0.0068 %
f/GHz   m/%    R_clean  R_measured  R_fit  asymmetry
  0.3   0.997   16.2304    16.200   16.6134    0.1206
  0.5   0.999   10.0413    10.400   10.2580    0.1879
  0.8   1.002    6.7150     6.860    6.8329    0.2594
  1.2   1.010    5.0242     5.130    5.0834    0.3037
  2.0   1.034    3.8833     4.070    3.8945    0.2974
  3.0   1.086    3.4503     3.330    3.4397    0.2471
  5.0   1.289    3.2061     3.150    3.1818    0.1694
  8.0   2.224    3.1179     2.990    3.0885    0.1114
 12.0   1.904    3.0859     3.080    3.0545    0.0757
 16.0   0.646    3.0745     3.170    3.0426    0.0572
Assumed fractional error of R = 3.0 %
Sum u2 = 0.05745580; sum uv = 0.00474380 GHz-2
Sum v2 = 0.00530706 GHz-4
Sum u = 0.64041696; sum v = 0.17092225 GHz-2
A = 9.16341; B = 24.01571 GHz2
Fitted alpha = 3.0271 +/- 0.0430
Fitted corner = 1.6189 +/- 0.0415 GHz
Residual scatter in R = 2.89 %
Average of all measured R = 5.838
Plateau within 1% above 11.42 GHz
1 + alpha^2 = 10.163 +/- 0.260
Predicted alpha, corner spreads = 1.41, 2.59 %
Repeated-trial spreads = 1.44, 2.65 %
Repeated-trial biases = -0.26, 0.10 %
Alpha error from 4 points below corner = 9.8 %
Lifetime 1.0 to 0.2 ns at 10 GHz: m -17.46 %, R -0.0033 %
Heat inputs: 1.5 J/(cm3 K), 1.0 W/A, 0.1 nm/K
Heating shifts alpha -0.15 %, corner 3.34 %
Compression-index factor = 0.5
Its index shifts alpha -0.000 %, corner -16.31 %
At 4.0 mA, 0.3 GHz: m = 0.0997, beta = 0.8092 rad
Direct R shift = 0.010 %; sideband-rule error = 9.26 %
\end{verbatim}
